# Ultrasoft strengths from linearized PAW one-centre energies, and the neglected quadratic term

## Result

In the projector augmented-wave (PAW) method, each atomic site contributes the difference of two one-centre energies, $\Delta E=E^1-\tilde E^1$, which depends on the site's occupancies $\rho_{ij}$. Let $\rho^a_{ij}$ be their values in the reference atom and $\delta\rho_{ij}=\rho_{ij}-\rho^a_{ij}$.

**Theorem.** Under assumptions A1–A5 below,

$$\Delta E(\rho)=C+\sum_{ij}\rho_{ij}D^0_{ij}+\frac12\sum_{ijkl}\delta\rho_{ij}\,\delta\rho_{kl}\,(K_{ijkl}-\tilde K_{ijkl})+O(\delta\rho^3),\tag{1}$$

where $D^0_{ij}$ is the unscreened strength of Vanderbilt's ultrasoft pseudopotential,

$$D^0_{ij}=B_{ij}+\varepsilon_jq_{ij}-\int\hat Q_{ij}\,\tilde v_{\rm eff}\,d^3r .\tag{2}$$

The kernels $K$ and $\tilde K$ are the Hartree and exchange-correlation interactions between all-electron pair densities and between augmented pseudo pair densities; equation (11) gives them. Keeping the first two terms of (1) turns the PAW energy into the ultrasoft energy, up to the constant $C$. The third term is the leading part of what is dropped.

## Setting and assumptions

Hartree atomic units are used, with $T=-\frac12\nabla^2$. Potentials are potential energies of an electron, and densities count electrons. One site with a sphere $\Omega$ of radius $r_c$ is treated; several sites add.

The pseudo-orbitals $\tilde\psi_n$, with occupations $f_n$, and the projectors $p_i$ define

$$\rho_{ij}=\sum_nf_n\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle .$$

**A1.** The core is frozen. The partial waves $\phi_i$ (all-electron) and $\tilde\phi_i$ (pseudo) are real, and each pair agrees in value and slope at $r_c$ and coincides outside.

**A2.** All $\phi_j$ solve the all-electron equation in the potential of one spherical, self-consistent reference atom: $(T+v_{\rm eff})\phi_j=\varepsilon_j\phi_j$. The occupied valence states of that atom are among them.

**A3.** The smooth compensation charge $\hat Q_{ij}$ vanishes outside $\Omega$ and has the same multipole moments as $\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$. Its monopole is

$$q_{ij}=\int_\Omega(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,d^3r=\int_\Omega\hat Q_{ij}\,d^3r .\tag{3}$$

**A4.** PAW and the ultrasoft method use the same reference atom, smooth potential $\tilde v_{\rm eff}$, partial core density $\tilde n_c$ and $\hat Q_{ij}$. Outside their matching radii, which do not exceed $r_c$, $\tilde v_{\rm eff}=v_{\rm eff}$ and $\tilde n_c=n_c$.

**A5.** Exchange-correlation is a local density functional $E_{xc}$, three times differentiable at the densities that occur.

Define the pair densities

$$P_{ij}=\phi_i\phi_j,\qquad \tilde P_{ij}=\tilde\phi_i\tilde\phi_j+\hat Q_{ij},$$

so that the on-site valence densities are $n^1=\sum\rho_{ij}P_{ij}$ and $\tilde n^1+\hat n=\sum\rho_{ij}\tilde P_{ij}$. With $E_H[n]=\frac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$ and all integrals restricted to $\Omega$,

$$E^1=\sum_{ij}\rho_{ij}t_{ij}+E_H[n^1]+E_{xc}[n^1+n_c]+\int_\Omega v_{Zc}\,n^1,$$

$$\tilde E^1=\sum_{ij}\rho_{ij}\tilde t_{ij}+E_H[\tilde n^1+\hat n]+E_{xc}[\tilde n^1+\hat n+\tilde n_c]+\int_\Omega\tilde v_{Zc}\,(\tilde n^1+\hat n).$$

Here $v_{Zc}$ is the potential of nucleus plus core electrons, and $\tilde v_{Zc}$ is its smooth counterpart. The kinetic integrals are taken in the symmetric form $t_{ij}=\frac12\int_\Omega\nabla\phi_i\cdot\nabla\phi_j$, and likewise $\tilde t_{ij}$ with $\tilde\phi$.

The ultrasoft construction starts from

$$\chi_j=(\varepsilon_j-T-\tilde v_{\rm eff})\tilde\phi_j,\qquad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\qquad p_i=\sum_j\chi_j(B^{-1})_{ji},\tag{4}$$

with $B$ invertible. Outside $\Omega$ the function $\chi_j$ vanishes, because there $\tilde\phi_j=\phi_j$ and $\tilde v_{\rm eff}=v_{\rm eff}$. The projectors are dual to the pseudo waves:

$$\langle p_i|\tilde\phi_j\rangle=\sum_k(B^{-1})_{ki}\langle\chi_k|\tilde\phi_j\rangle=\sum_kB_{jk}(B^{-1})_{ki}=\delta_{ij}.$$

In the reference atom the occupied pseudo-orbitals are taken to be the partial waves $\tilde\phi_i$ of the occupied valence states. Hence $\rho^a_{ij}$ is diagonal, with the atomic occupations as entries, and $n^1$ equals the atom's valence density inside $\Omega$.

## Lemma 1: the first derivative

**Lemma 1.** At any $\rho$,

$$\frac{\partial\Delta E}{\partial\rho_{ij}}=t_{ij}+\int_\Omega P_{ij}v^1-\tilde t_{ij}-\int_\Omega\tilde P_{ij}\tilde v^1,\tag{5}$$

with $v^1=v_{Zc}+v_H[n^1]+v_{xc}[n^1+n_c]$ and $\tilde v^1=\tilde v_{Zc}+v_H[\tilde n^1+\hat n]+v_{xc}[\tilde n^1+\hat n+\tilde n_c]$.

**Proof.** The kinetic and ionic terms are linear in $\rho$. In the Hartree term either factor can be differentiated:

$$\frac{\partial E_H[n^1]}{\partial\rho_{ij}}=\frac12\iint\frac{P_{ij}(\mathbf r)n^1(\mathbf r')+n^1(\mathbf r)P_{ij}(\mathbf r')}{|\mathbf r-\mathbf r'|}=\int_\Omega P_{ij}\,v_H[n^1].$$

The two contributions are equal by exchange of $\mathbf r$ and $\mathbf r'$, which removes the factor $\frac12$. The chain rule gives $\int P_{ij}v_{xc}$ for exchange-correlation. The pseudo energy is treated in the same way, with $\tilde P_{ij}$ for $P_{ij}$. ∎

## Lemma 2: from sphere potentials to atomic potentials

The potentials in (5) contain only the valence charge inside $\Omega$, whereas $v_{\rm eff}$ and $\tilde v_{\rm eff}$ belong to the whole atom.

**Lemma 2.** At $\rho=\rho^a$, $v^1$ and $\tilde v^1$ in (5) may be replaced by $v_{\rm eff}$ and $\tilde v_{\rm eff}$.

**Proof.** The reference valence density outside $\Omega$ is spherical and is the same in both descriptions. By Gauss's law it produces a constant potential inside,

$$v_{\rm out}=\int_{r>r_c}\frac{n_v(\mathbf r)}{r}\,d^3r .$$

Therefore $v_{\rm eff}=v^1+v_{\rm out}$ in $\Omega$. The smooth ionic potential is defined by unscreening,

$$\tilde v_{Zc}=\tilde v_{\rm eff}-v_H[\tilde n+\hat n]-v_{xc}[\tilde n+\hat n+\tilde n_c],\tag{6}$$

with the full atomic pseudo density $\tilde n$, so $\tilde v_{\rm eff}=\tilde v^1+v_{\rm out}$ as well. The replacement changes (5) by

$$v_{\rm out}\int_\Omega(P_{ij}-\tilde P_{ij})=v_{\rm out}\left(q_{ij}-\int_\Omega\hat Q_{ij}\right)=0,$$

by (3). ∎

The monopole carried by $\hat Q_{ij}$ thus makes the strengths independent of a uniform potential from charge outside the sphere.

## Lemma 3: the linear coefficient is the ultrasoft strength

**Lemma 3.** $\partial\Delta E/\partial\rho_{ij}$ at $\rho^a$ equals $D^0_{ij}$ of equation (2).

**Proof.** Green's identity gives

$$t_{ij}=\int_\Omega\phi_iT\phi_j+s_{ij},\qquad s_{ij}=\frac12\oint_{r=r_c}\phi_i\,\partial_r\phi_j\,dS .$$

The pseudo waves have the same surface term $s_{ij}$, because values and slopes match. Using the all-electron equation,

$$t_{ij}+\int_\Omega\phi_iv_{\rm eff}\phi_j=\varepsilon_j\int_\Omega\phi_i\phi_j+s_{ij}.\tag{7}$$

The definition of $\chi_j$ reads $(T+\tilde v_{\rm eff})\tilde\phi_j=\varepsilon_j\tilde\phi_j-\chi_j$, so

$$\tilde t_{ij}+\int_\Omega\tilde\phi_i\tilde v_{\rm eff}\tilde\phi_j=\varepsilon_j\int_\Omega\tilde\phi_i\tilde\phi_j-B_{ij}+s_{ij}.\tag{8}$$

Subtract (8) from (7). The surface terms cancel and the overlaps combine to $q_{ij}$, leaving

$$D_{ij}=B_{ij}+\varepsilon_jq_{ij},\tag{9}$$

which is Vanderbilt's screened strength. In (5) the pseudo pair density also contains $\hat Q_{ij}$, which contributes $-\int\hat Q_{ij}\tilde v_{\rm eff}$. The total is (2). ∎

The left sides of (7) and (8) are symmetric in $i$ and $j$. Hence $D_{ij}$ is symmetric, although $B_{ij}$ need not be.

## Proof of the theorem

Taylor's theorem about $\rho^a$ gives

$$\Delta E(\rho)=\Delta E(\rho^a)+\sum_{ij}D^0_{ij}\,\delta\rho_{ij}+\frac12\sum_{ijkl}\frac{\partial^2\Delta E}{\partial\rho_{ij}\partial\rho_{kl}}\,\delta\rho_{ij}\delta\rho_{kl}+O(\delta\rho^3).$$

Writing $\delta\rho=\rho-\rho^a$ in the linear term produces $\sum\rho_{ij}D^0_{ij}$ and the constant

$$C=\Delta E(\rho^a)-\sum_{ij}\rho^a_{ij}D^0_{ij}.\tag{10}$$

For the second derivative, differentiate (5) once more. The kinetic integrals and ionic potentials do not depend on $\rho$. The Hartree potential changes by the potential of $P_{kl}$, and $v_{xc}$ changes by $f_{xc}P_{kl}$, where $f_{xc}=dv_{xc}/dn$. Therefore

$$\begin{aligned}K_{ijkl}&=\iint_\Omega\frac{P_{ij}(\mathbf r)P_{kl}(\mathbf r')}{|\mathbf r-\mathbf r'|}+\int_\Omega f_{xc}(n^1+n_c)\,P_{ij}P_{kl},\\ \tilde K_{ijkl}&=\iint_\Omega\frac{\tilde P_{ij}(\mathbf r)\tilde P_{kl}(\mathbf r')}{|\mathbf r-\mathbf r'|}+\int_\Omega f_{xc}(\tilde n^1+\hat n+\tilde n_c)\,\tilde P_{ij}\tilde P_{kl},\end{aligned}\tag{11}$$

with the densities in $f_{xc}$ taken at $\rho^a$. This proves (1). ∎

The Hartree energy is a quadratic form in $\rho$, so its expansion ends here. The cubic and higher terms of (1) come from exchange-correlation alone.

## Why the linearized energy is the ultrasoft energy

The part of the PAW energy outside the one-centre terms is

$$\tilde E=\sum_nf_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+E_H[\tilde n+\hat n]+E_{xc}[\tilde n+\hat n+\tilde n_c]+\int\tilde v_{Zc}(\tilde n+\hat n),$$

plus the ion-ion energy. Now $\tilde n=\sum_nf_n|\tilde\psi_n|^2$ extends over all space. Add $\sum\rho_{ij}D^0_{ij}$ and vary $\langle\tilde\psi_n|$ under the constraint $\langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm}$, with $S=1+\sum|p_i\rangle q_{ij}\langle p_j|$. The variation of $\tilde n$ gives $f_n\tilde v_{\rm eff}\tilde\psi_n$. The variation of $\rho_{ij}$ gives $f_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle$, multiplied by $D^0_{ij}$ and, through $\hat n=\sum\rho_{ij}\hat Q_{ij}$, by $\int\hat Q_{ij}\tilde v_{\rm eff}$. The kinetic term gives $f_nT\tilde\psi_n$. With $H$ the operator in square brackets below, stationarity reads $f_nH\tilde\psi_n=\sum_m\Lambda_{mn}S\tilde\psi_m$, so the multipliers are $\Lambda_{mn}=f_nH_{mn}$ with $H_{mn}=\langle\tilde\psi_m|H|\tilde\psi_n\rangle$. Since $\Lambda$ and $H$ are Hermitian, $(f_n-f_m)H_{mn}=0$. Orbitals of equal occupation can be rotated among themselves without changing $\tilde n$ or $\rho_{ij}$, so $H_{mn}$ can be made diagonal, with entries $\varepsilon_n$. After division by $f_n$,

$$\Big[T+\tilde v_{\rm eff}+\sum_{ij}|p_i\rangle\Big(D^0_{ij}+\int\hat Q_{ij}\tilde v_{\rm eff}\Big)\langle p_j|\Big]\tilde\psi_n=\varepsilon_nS\tilde\psi_n .\tag{12}$$

This is the ultrasoft equation. Here $\tilde v_{\rm eff}$ is the current potential of the system, so the screening integral follows the environment while $D^0_{ij}$ stays fixed. PAW differs by also updating the one-centre part. To first order that update is

$$\delta D^0_{ij}=\sum_{kl}(K_{ijkl}-\tilde K_{ijkl})\,\delta\rho_{kl}.\tag{13}$$

In the reference atom the bracket in (12) contains $D_{ij}$. Acting on $\tilde\phi_j$, and using duality and (9), the equation becomes

$$-\chi_j+\sum_ip_i(D_{ij}-\varepsilon_jq_{ij})=-\chi_j+\sum_ip_iB_{ij}=-\chi_j+\sum_{ik}\chi_k(B^{-1})_{ki}B_{ij}=0 .$$

The linearized method therefore reproduces the reference eigenvalues. The argument does not exclude additional, spurious (ghost) solutions below them, nor does it guarantee that $S$ is positive definite; both must be checked for each construction. In the aluminium example below the $3s$ and $3p$ levels are the lowest solutions of their channels, and the smallest eigenvalue of $S$ is 0.22 in the $s$ channel and 0.89 in the $p$ channel.

## Remarks on the neglected term

**Remark 1: origin of the Hartree part.** Let $\delta n=\sum\delta\rho_{ij}P_{ij}$ and $\delta\tilde n_t=\sum\delta\rho_{ij}\tilde P_{ij}$, and set $\Delta=\delta n-\delta\tilde n_t$. Expanding the quadratic form $E_H[\delta\tilde n_t+\Delta]$ gives

$$E_H[\delta n]-E_H[\delta\tilde n_t]=\int_\Omega\Delta\,v_H[\delta\tilde n_t]+E_H[\Delta].$$

By A3, $\Delta$ has no multipole moments. The error comes from the different shape of the charge inside the sphere, not from its field outside.

**Remark 2: limits.** If $\hat Q_{ij}$ is the true difference $\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$, then $\tilde P_{ij}=P_{ij}$ and the Hartree part vanishes. What remains at second order is

$$\frac12\int_\Omega\left[f_{xc}(n^1+n_c)-f_{xc}(n^1+\tilde n_c)\right](\delta n)^2 .\tag{14}$$

If also $\tilde n_c=n_c$, the Hartree and exchange-correlation energies in $E^1$ and $\tilde E^1$ are identical for every $\rho$. Then $\Delta E=\sum\rho_{ij}\,[\,t_{ij}-\tilde t_{ij}+\int(v_{Zc}-\tilde v_{Zc})P_{ij}]$ is linear without approximation, and the two methods coincide.

**Remark 3: error of the minimized energy.** Let $R(\rho)$ be everything dropped from (1), so that $E_{\rm PAW}=E_{\rm US}+R$, with $C$ included in $E_{\rm US}$. Suppose both energies have minima over the same orbitals, at occupancies $\rho_P$ and $\rho_U$. Evaluating each functional at the other's minimizer gives

$$R(\rho_P)\le E^{\min}_{\rm PAW}-E^{\min}_{\rm US}\le R(\rho_U).$$

The error of the minimized energy is therefore small whenever $R$ is small at both minimizers. It can be large only if $R$ is large at one of them, which at second order requires $\sum\delta\rho_{ij}\delta\rho_{kl}(K_{ijkl}-\tilde K_{ijkl})$ to be appreciable for the actual change of occupancies.

**Remark 4: spin.** For an unpolarized reference the strengths of both spins are equal, so opposite changes $\delta\rho^\uparrow=-\delta\rho^\downarrow$ cancel in the linear term. The dependence of $\Delta E=E^1-\tilde E^1$ on a magnetic moment then first appears in the quadratic term, through the spin-dependent $f_{xc}$, and is absent from the linearized $\Delta E$. Only this difference is lost: the ultrasoft energy still contains the spin-dependent exchange-correlation energy of the smooth density $\tilde n+\hat n+\tilde n_c$ in $\tilde E$.

## Example: the aluminium atom

The reference is a non-relativistic, spherical, unpolarized Al atom in the configuration $3s^23p^1$. It is treated with Dirac exchange, $v_x=-(3n/\pi)^{1/3}$, and no correlation. The radial equations were solved with spectral elements in a box of radius 30 bohr. The sphere radius is $r_c=2.00$ bohr.

Each channel has two partial waves: the bound state, and a solution at 0.30 Ha. Inside $r_c$, $r\tilde\phi$ is $r^{l+1}$ times a quadratic polynomial in $r^2$ that matches the value and two derivatives. The potential $\tilde v_{\rm eff}$ is continued in the same way without the prefactor, and so is $\tilde n_c$ inside 1.20 bohr. Occupancies are spherical averages, so $\hat Q_{ij}=q_{ij}g(r)$, with $g\propto(1-r^2/r_c^2)^2$ normalized to one.

**Linear term.** For the bound waves, equation (2) gives

$$D^0_{3s}=0.25481-0.11160=0.14321\ \text{Ha},$$

$$D^0_{3p}=0.03618-0.00025=0.03594\ \text{Ha},$$

where the last digit reflects rounding. The screening integral for $3s$ is positive because $q_{3s}=-0.0800$ and $\tilde v_{\rm eff}$, averaged with weight $g$, are both negative. A five-point numerical derivative of $\Delta E$ gives the same two strengths.

**Quadratic term.** Move $\lambda$ electrons from the $3s$ to the $3p$ partial wave without relaxing the waves. This is a prescribed change of occupancy, not an excitation energy. The linear coefficient is $0.03594-0.14321=-0.10727$ Ha. At $\lambda=1$ the quadratic contributions, in mHa, are:

| Part | $E^1$ | $\tilde E^1$ | Difference |
|---|---:|---:|---:|
| Hartree | 9.599 | 9.754 | −0.156 |
| Exchange | −1.351 | −1.193 | −0.158 |

The differences were rounded after subtraction. Their sum before rounding is $-0.3135$ mHa, or $-0.0085$ eV. Each one-centre energy alone has a curvature term above 8 mHa. The linearization works here because these terms nearly cancel, not because each is small.

Equation (13) gives the same energy from the strengths. Per transferred electron they change by $\delta D^0_{3s}=0.523$ mHa and $\delta D^0_{3p}=-0.104$ mHa, so

$$\frac12\left(-0.523-0.104\right)=-0.313\ \text{mHa},$$

to rounding. The full nonlinear part of $\Delta E$ compares with $\lambda^2$ times this value as follows, in mHa:

| $\lambda$ | Beyond linear | Quadratic |
|---:|---:|---:|
| 1.00 | −0.3238 | −0.3135 |
| 0.50 | −0.0796 | −0.0784 |
| 0.25 | −0.0197 | −0.0196 |

At $\lambda=1$ the quadratic term accounts for $0.3135/0.3238=97\%$ of what the linearization drops. The rest, $-0.0103$ mHa, comes from the higher derivatives of exchange, of which the cubic term gives $-0.0094$ mHa. The 97% share belongs to this change of occupancy: for removal of one electron from the $3s$ wave the quadratic term is $+0.065$ mHa and the full nonlinear part $+0.042$ mHa.

With the true augmentation charge but the same soft core, (14) gives $+0.121$ mHa. The exchange difference in the first table is $-0.158$ mHa, so smoothing the augmentation charge shifts the exchange part by $-0.158-0.121=-0.279$ mHa, besides creating the Hartree part of $-0.156$ mHa. Counted in this order, with the core softened first, the soft core ($+0.121$ mHa) and the smooth augmentation charge ($-0.279-0.156\approx-0.43$ mHa) contribute with opposite signs. The sizes of the two shares depend on the order. If the augmentation charge is smoothed first, the core share is (14) with $\tilde n^1+\hat n$ in place of $n^1$ and $\delta\tilde n_t$ in place of $\delta n$, which is a different integral. It gives $+0.0140$ mHa for the core and $-0.3275$ mHa for the augmentation charge. Only the total, $-0.3135$ mHa, is independent of the order.

The total is a property of the construction, not of the atom alone. With the same recipe and core radius, the quadratic term at $\lambda=1$ is $+0.10$ mHa for $r_c=1.6$ bohr, $-1.47$ mHa for $r_c=2.4$ bohr and $-2.77$ mHa for $r_c=2.8$ bohr. The example is one unpolarized $sp$ atom with exchange only and spherical occupancies; it does not fix the size of the dropped term for atoms with localized $d$ or $f$ shells or large magnetic moments, where (11) must be evaluated anew.

Numbers in the example were calculated in double precision.
